# Step length and SCF tolerance for finite-displacement force constants

Two numbers must be chosen before a vibrational calculation by finite displacements is started: how far to move the atoms, and how tightly to converge the self-consistent field (SCF) at each displaced geometry. A short step magnifies errors in the forces, while a long step brings in anharmonicity. For a soft mode the choice matters more, because, for modes of equal mass, a given error in the force constant shifts a low wavenumber further than a high one.

## The two errors

Let \(Q\) be a normal coordinate with mass \(m\), and let the energy have its minimum at \(Q=0\). Write \(k\), \(c\) and \(q\) for the second, third and fourth derivatives of the energy there. The force \(F=-dE/dQ\) is

\[
F(Q)=-kQ-\tfrac12 cQ^2-\tfrac16 qQ^3-\dots
\]

In the difference \(F(h)-F(-h)\) the even term in \(c\) cancels and the odd terms double:

\[
-\frac{F(h)-F(-h)}{2h}=\frac{2kh+qh^3/3}{2h}=k+\frac{qh^2}{6}.
\]

Now let each force be wrong by at most \(\varepsilon\). The worst case has opposite errors at the two points, which change the difference by \(2\varepsilon\) and the force constant by \(2\varepsilon/2h=\varepsilon/h\). If this has the same sign as the anharmonic error, the total is

\[
M(h)=\frac{\varepsilon}{h}+\frac{|q|h^2}{6}.
\]

Equal errors at \(\pm h\) would cancel, so \(M\) is an upper estimate for forces of limited accuracy, not a typical error.

Setting the derivative to zero gives the best step for a given \(\varepsilon\):

\[
-\frac{\varepsilon}{h^2}+\frac{|q|h}{3}=0
\quad\Rightarrow\quad
\varepsilon=\frac{|q|h_*^3}{3}.
\]

The noise term is then \(|q|h_*^2/3\), twice the anharmonic term \(|q|h_*^2/6\). Their sum is \(|q|h_*^2/2\). If the permitted error in the force constant is \(\delta k\), then

\[
h_*=\sqrt{\frac{2\,\delta k}{|q|}},\qquad
\varepsilon=\tfrac23\,\delta k\,h_* .
\]

The wavenumber \(\nu\) follows from \(k=m(2\pi c_0\nu)^2\), where \(c_0\) is the speed of light. For a permitted error \(\delta\nu\ll\nu\), differentiation gives

\[
\delta k=8\pi^2c_0^2m\,\nu\,\delta\nu=2k\,\frac{\delta\nu}{\nu}.
\]

## From force error to SCF energy error

The link between \(\varepsilon\) and the SCF tolerance comes from regarding the energy as a function of two sets of variables: the coordinate \(Q\) and the orbital parameters \(\kappa\), which mix occupied with empty orbitals. Take \(\kappa=0\) to mean the equilibrium coefficients of the occupied orbitals, carried along with the atoms and made orthonormal again among themselves. The empty orbitals must not enter this step: orthonormalizing all orbitals together can mix the two sets and change the force constant defined below. To second order,

\[
E=E_0+\tfrac12k_{\rm f}Q^2+Q\,g^{T}\kappa+\tfrac12\kappa^{T}H\kappa .
\]

Here \(k_{\rm f}\) is the force constant with frozen coefficients, \(g\) is the mixed derivative, and \(H\) is the orbital Hessian. \(H\) is positive definite if the SCF solution is a nondegenerate local minimum, which is assumed here.

Full convergence means \(\partial E/\partial\kappa=Qg+H\kappa=0\), so \(\kappa_*=-QH^{-1}g\). Inserting this, the mixed term gives \(-Q^2g^TH^{-1}g\) and the last term gives \(+\tfrac12Q^2g^TH^{-1}g\). Hence

\[
k=k_{\rm f}-k_{\rm rel},\qquad k_{\rm rel}=g^{T}H^{-1}g .
\]

Orbital relaxation softens the mode by \(k_{\rm rel}\).

Suppose the SCF stops at \(\kappa=\kappa_*+x\). The energy is stationary at \(\kappa_*\), so its error is quadratic in \(x\). The force, taken as \(-\partial E/\partial Q\) at fixed coefficients, has a linear error:

\[
\Delta E=\tfrac12x^{T}Hx,\qquad \Delta F=-g^{T}x .
\]

This force must include the terms that arise because the basis functions move with the atoms, evaluated with the Fock matrix of the density actually used. A gradient routine that instead takes orbital energies from the input Fock matrix of an unconverged cycle gives a force that differs at first order in the orbital error, and the bound below is not derived for it.

To bound \(\Delta F\), write \(g^Tx=(H^{-1/2}g)^T(H^{1/2}x)\). The Cauchy–Schwarz inequality gives

\[
|\Delta F|\le\sqrt{g^TH^{-1}g}\,\sqrt{x^THx}=\sqrt{2k_{\rm rel}\,\Delta E}.
\]

Equality requires \(x\) proportional to \(H^{-1}g\). That direction occurs naturally. If the equilibrium orbitals are reused at a displaced geometry, then \(\kappa=0\) and \(x=-\kappa_*=QH^{-1}g\). This error changes sign with \(Q\), so the force errors at \(\pm h\) are opposite and do not cancel. If a fraction \(s\) of this lag remains, \(\Delta F=-s\,k_{\rm rel}Q\), and the apparent force constant is too large by \(s\,k_{\rm rel}\).

Let \(\eta\) be the permitted energy error above the converged SCF minimum at the same geometry. Setting \(\varepsilon^2=2k_{\rm rel}\eta\) and using \(\varepsilon^2=\tfrac49\delta k^2h_*^2=\tfrac89\delta k^3/|q|\) gives

\[
\boxed{\;\eta_0=\frac{4\,\delta k^3}{9\,|q|\,k_{\rm rel}}\;}
\]

At fixed \(m\), \(q\) and \(k_{\rm rel}\), this tolerance scales as \((\nu\,\delta\nu)^3\). Halving the wavenumber with these three held fixed tightens it eightfold. Between different modes of a real molecule \(q\) and \(k_{\rm rel}\) change as well, and they can reverse the order.

## Steps other than the best one

For a prescribed step, the force error may use what anharmonicity leaves over: \(\varepsilon=h(\delta k-|q|h^2/6)\). Therefore

\[
\eta(h)=\frac{h^2\left(\delta k-|q|h^2/6\right)^2}{2k_{\rm rel}} .
\]

For \(h\ll h_*\) this becomes \(h^2\delta k^2/(2k_{\rm rel})\), so a step ten times shorter needs a tolerance about a hundred times tighter. At \(h=\sqrt{6\,\delta k/|q|}=\sqrt3\,h_*\) the anharmonic error alone uses the whole allowance. Beyond that step, SCF convergence cannot guarantee the target.

## The first correction

The expansion parameter is \(\delta k\), since \(h_*\propto\delta k^{1/2}\) and \(\varepsilon\propto\delta k^{3/2}\). Three effects enter at relative order \(\delta k\).

First, the relation between wavenumber and force constant is quadratic. Let \(\sigma=\pm1\) be the sign of \(q\), which is also the sign of the worst total error. Then

\[
m(2\pi c_0)^2\left[(\nu+\sigma\delta\nu)^2-\nu^2\right]
=\sigma\,\delta k\left(1+\frac{\sigma\,\delta\nu}{2\nu}\right).
\]

Second, the sixth energy derivative \(r\) adds \(rh^4/120\) to the central difference. Third, \(g\), \(H\) and the error direction vary with geometry. For a smooth family of orbital errors with fixed \(\eta\), the mean force-error size at \(\pm h\) is even in \(h\), so it has the form \(\varepsilon(1+\beta h^2)\). This adds \(\beta\varepsilon h\) to \(M\). Terms of higher order in \(x\) are smaller: \(x\) is proportional to \(\varepsilon\), so their relative size is at most of order \(\delta k^{3/2}\).

Let \(A\) be the leading minimum error belonging to a given \(\eta\). Because \(M\) is stationary at its minimum, the shift of the best step does not matter at this order. It is enough to evaluate the added terms at \(h_*^2=2A/|q|\) and \(\varepsilon=\tfrac23Ah_*\):

\[
M_{\min}=A+BA^2,\qquad
B=\frac{4\beta}{3|q|}+\frac{\sigma r}{30q^2}.
\]

Equating this to \(\delta k(1+\sigma\delta\nu/2\nu)\) gives \(A=\delta k(1+\sigma\delta\nu/2\nu-B\delta k)\). Since \(\eta\propto A^3\),

\[
\eta=\eta_0\left[1+3\left(\frac{\sigma\,\delta\nu}{2\nu}-B\,\delta k\right)+\dots\right].
\]

The expansion fails when \(q\) is so small that \(B\,\delta k\) is no longer small. If \(q=0\) and \(r\ne0\), the balance is between \(\varepsilon/h\) and \(|r|h^4/120\). Minimization gives \(\varepsilon=|r|h^5/30\) and a total of \(|r|h^4/24\). The best step is then \((24\,\delta k/|r|)^{1/4}\), and noise takes four fifths of the allowance. The estimate also fails when \(k_{\rm rel}\) is nearly zero. The force error linear in \(x\) then vanishes only at \(Q=0\). At \(\pm h\) the change of \(g\) with geometry still gives, in general, a linear error proportional to \(h\,x\). It shifts the force constant by an amount proportional to \(\sqrt{\eta}\) and independent of \(h\), and this becomes the leading noise term.

## Example: the symmetric stretch of triiodide

In linear I₃⁻ the central atom rests while the end atoms move by \(\pm Q/\sqrt2\), so \(m\) is the mass of one iodine atom. The surface is restricted Hartree–Fock with the LANL2DZ basis and effective core potential. It omits electron correlation, spin–orbit coupling, and polarization and diffuse functions, so it illustrates the error analysis and does not predict experiment.

Converged forces at three pairs of displacements, solved for successive even powers of \(h\), give \(k=88.69\) N/m and \(q=3.754\times10^{22}\) N/m³. The wavenumber is 108.9 cm⁻¹. The same procedure with frozen coefficients gives \(k_{\rm f}=111.92\) N/m, so \(k_{\rm rel}=23.23\) N/m.

For \(\delta\nu=1\) cm⁻¹,

\[
\delta k=\frac{2(88.69)(1)}{108.9}=1.629\ \text{N/m},
\]

\[
h_*=\sqrt{\frac{2(1.629)}{3.754\times10^{22}}}=9.31\times10^{-12}\ \text{m},
\]

\[
\eta_0=\frac{4(1.629)^3}{9(3.754\times10^{22})(23.23)}
=2.2\times10^{-24}\ \text{J}.
\]

The tolerance is \(5.0\times10^{-7}\) hartree, and each end atom moves by 6.6 pm. The permitted force error is \(1.0\times10^{-11}\) N. The noise share of the error is 1.086 N/m, so the permitted lag is \(s=1.086/23.23\), or 4.7 per cent of the orbital relaxation. These numbers are specific to the basis. Adding one d shell (exponent 0.294) to each atom shortens the bond from 309 to 299 pm and raises the wavenumber to 115 cm⁻¹, \(q\) to \(5.3\times10^{22}\) N/m³ and \(k_{\rm rel}\) to 45 N/m. The best step becomes 8.0 pm and the tolerance about \(2\times10^{-7}\) hartree.

The worst case can be realized to leading order in \(h\); the locally worst direction at \(\pm h_*\) raises the error found below by only 0.0002 cm⁻¹. At each displaced geometry the converged orbitals are moved back towards the equilibrium ones until the energy has risen by \(\eta_0\). The forces of these orbitals then give the following wavenumber errors, beside those predicted from \(M(h)\) with the square root in \(\nu\) retained:

| Step (pm) | Computed (cm⁻¹) | Predicted (cm⁻¹) |
|---:|---:|---:|
| 4.66 | 1.4094 | 1.4076 |
| 9.31 | 0.9996 | 0.9955 |
| 18.63 | 1.6696 | 1.6541 |

The prediction at \(h_*\) lies below 1 because of the first correction: \(\delta\nu/2\nu=0.0046\). The computed excesses over prediction are 0.0018, 0.0041 and 0.0155 cm⁻¹. At fixed \(\varepsilon\), the theory gives them the form \(a(h/h_*)+b(h/h_*)^4\). The two longer steps yield \(a=0.0036\) and \(b=0.0005\) cm⁻¹, which imply 0.0018 cm⁻¹ at the shortest step, as found. Most of the excess at \(h_*\) therefore comes from the geometry dependence of the force error, not from the sixth derivative.

The computed error at \(h_*\), 0.9996 cm⁻¹, falls short of the target by a fraction 0.0004. Thus \(B\,\delta k\approx0.0042\), which nearly cancels 0.0046, and the net correction to \(\eta_0\) is \(3\times0.0004\), only about 0.1 per cent. Both terms are proportional to \(\delta\nu\), so the cancellation persists for other small targets, but it is particular to this mode and this kind of orbital error.

With a 1 pm step, the tolerance for the same target falls to \(5.7\times10^{-26}\) J, about one thirty-ninth of \(\eta_0\). If the wavenumber were 20 cm⁻¹ with \(m\), \(q\) and \(k_{\rm rel}\) unchanged, the best step would be 4.0 pm and the tolerance \(1.4\times10^{-26}\) J, or \(3.1\times10^{-9}\) hartree. There \(3\delta\nu/2\nu\) is 7.5 per cent, so the leading estimate is still adequate for choosing a threshold. This scaling is a thought experiment, not a rule for ranking modes. On the same surface, with rectilinear normal coordinates, the bend at 56 cm⁻¹ has \(q=1.5\times10^{21}\) N/m³ and \(k_{\rm rel}=22\) N/m, which give \(\eta_0=1.9\times10^{-6}\) hartree. The antisymmetric stretch at 140 cm⁻¹ has \(q=2.2\times10^{23}\) N/m³ and \(k_{\rm rel}=98\) N/m, which give \(4.3\times10^{-8}\) hartree. Here the stiffest mode sets the tightest tolerance, so \(q\) and \(k_{\rm rel}\) must be estimated for each mode.

## What the stopping test measures

An SCF program may stop on the last energy decrease, whereas \(\eta\) is the energy still to be gained. If the remaining error shrinks by a factor \(\rho\) per cycle, the last decrease is \((1/\rho-1)\) times the remaining error, so

\[
\text{remaining error}=\frac{\rho}{1-\rho}\times\text{last decrease}.
\]

For \(\rho>1/2\) the remaining error is the larger of the two, and the threshold on the decrease must be tighter than \(\eta\).

As an illustration, the SCF was run at the equilibrium geometry from the orbitals of a stretched one, each new Fock matrix entering with weight 0.7 and the previous input with 0.3. In the third cycle the energy fell by \(1.3\times10^{-24}\) J, the first decrease below \(\eta_0\), and \(4.0\times10^{-25}\) J remained. Here the stopping test errs on the safe side. The force error was \(2.4\times10^{-12}\) N, below the bound \(\sqrt{2k_{\rm rel}\Delta E}=4.3\times10^{-12}\) N. The iteration had turned the orbital error away from the worst direction, in which it began. A different mixing scheme may leave a different direction, so the bound is the safer basis for a tolerance chosen in advance.
